Rate-constant sensitivity of a mean coverage from trajectory covariances

**1. One site and one event**

A single empty site is exposed to a gas from time 0 to time T. A molecule adsorbs with rate constant k and never leaves. The site is covered at time T with probability

⟨θ⟩ = 1 − e^(−kT), so d⟨θ⟩/dk = T e^(−kT).

The same derivative can be read from trajectories run at one value of k. For each trajectory, record the number N of adsorption events (0 or 1) and the time A for which the site was available. If adsorption happens at τ < T, then N = 1, A = τ and θ = 1. Otherwise N = 0, A = T and θ = 0. Form

W = N/k − A.

The adsorption time has density k e^(−kτ), and trajectories with θ = 0 contribute nothing to ⟨θW⟩. Hence

⟨θW⟩ = ∫₀ᵀ (1/k − τ) k e^(−kτ) dτ.

The first part is ∫₀ᵀ e^(−kτ) dτ = (1 − e^(−kT))/k. The second, by parts, is

∫₀ᵀ τ k e^(−kτ) dτ = −T e^(−kT) + (1 − e^(−kT))/k.

Their difference is T e^(−kT), the derivative found above.

The mean of W vanishes. The site is still empty at time t with probability e^(−kt), so ⟨A⟩ = ∫₀ᵀ e^(−kt) dt = (1 − e^(−kT))/k, which is ⟨N⟩/k. Therefore ⟨θW⟩ is also the covariance of θ and W.

The quantity kW = N − kA is the number of events that occurred minus the number expected from the opportunities the trajectory offered. A trajectory with a positive excess resembles one from a slightly larger k. If such trajectories also end with more coverage, the coverage rises with k.

**2. The general statement**

A lattice of L sites evolves by random events whose rates depend on the present configuration x alone. Adsorption fires with rate constant k at each of the n(x) available sites; availability may depend on the neighbours. All other events together have total rate r(x). Let N count the adsorption events up to a fixed time T, including those later undone by desorption, and let

A = ∫₀ᵀ n(x(t)) dt.

Assume that k > 0, that L is finite with bounded rates, and that the other rates, the initial distribution, T and the function θ(x) do not depend on k. Then

d⟨θ(T)⟩/dk = Cov(θ(T), W), W = N/k − A.

The division by k applies to N alone. The covariance is taken over independent trajectories, all at the same k.

**3. Derivation from the path probability**

A path is an initial configuration x₀ followed by events at times t₁, t₂, … . While the system sits in x, the total rate of leaving is k n(x) + r(x), and the probability of no event during a time Δ is exp{−[k n(x) + r(x)]Δ}. An event with rate ρ then fires within dt with probability ρ dt. Multiplying these factors along the path gives its density

p₀(x₀) × (product of the rates of all fired events) × exp{−∫₀ᵀ [k n + r] dt}.

Each adsorption contributes one factor k, and no other fired event contains k. The dependence on k is therefore

k^N e^(−kA).

At a fixed path N and A are fixed numbers, so the logarithmic derivative of the density is N/k − A = W. Since θ(T) is also fixed by the path, differentiating the average differentiates only the density:

d⟨θ⟩/dk = ⟨θW⟩.

The exchange of derivative and average needs a bound. Relative to the path law at k₀, the density at k is

ℓ = (k/k₀)^N e^(−(k−k₀)A), with dℓ/dk = (N/k − A) ℓ.

For k between k₀/2 and 3k₀/2, and with A ≤ LT,

|dℓ/dk| ≤ (2N/k₀ + LT) (3/2)^N e^(k₀LT/2).

At k₀ the adsorption rate never exceeds k₀L, so N is dominated by a Poisson variable of mean k₀LT, for which the average of the right-hand side is finite. As θ lies between 0 and 1, the exchange is justified.

Now put θ = 1. Its average does not depend on k, so

0 = ⟨W⟩, that is, ⟨N⟩ = k⟨A⟩.

Thus ⟨θW⟩ = ⟨θW⟩ − ⟨θ⟩⟨W⟩ = Cov(θ, W), which completes the derivation.

**4. The same result from the master equation**

Let p be the vector of configuration probabilities. Write

p′ = Gp, G = k(B − D) + Q.

Here B moves probability along each possible adsorption with unit rate, D is diagonal with entries n(x), and Q contains all other events. Differentiating with respect to k gives, for q = ∂p/∂k,

q′ = Gq + (B − D)p, q(0) = 0.

Next define c(x,t) as the average of N(t) restricted to trajectories that are in x at time t, and a(x,t) likewise for the accumulated A(t). Every event carries the accumulated value along with the trajectory, which gives the terms Gc and Ga. In addition, each adsorption raises N by one, and each time dt spent in x raises A by n(x) dt:

c′ = Gc + kBp,
a′ = Ga + Dp.

Divide the first equation by k and subtract the second. The combination u = c/k − a obeys

u′ = Gu + (B − D)p, u(0) = 0.

This is the equation for q with the same initial value, so u = q. Multiplying by θ(x) and summing over x gives ⟨θN⟩/k − ⟨θA⟩ = d⟨θ⟩/dk again. On a small lattice these linear equations yield the covariance without sampling noise.

**5. Statistical noise and the lattice size**

Let M = kW = N − kA. During dt, N rises by one with probability k n dt given the history, so dM has zero conditional mean and, to first order in dt, conditional mean square k n dt. From d(M²) = 2M dM + (dM)²,

d⟨M²⟩/dt = k⟨n⟩, and therefore Var M = k⟨A⟩ = ⟨N⟩.

From J trajectories the logarithmic sensitivity S = k d⟨θ⟩/dk is estimated by the sample covariance

S ≈ (1/(J−1)) Σⱼ (θⱼ − θ̂)(Mⱼ − M̂),

where hats denote sample means. Its standard error is about σ/√J, where σ is the standard deviation of Z = (θ − ⟨θ⟩)M.

Let θ be a site-averaged coverage on a large lattice with short-range correlations. Then Var θ is proportional to 1/L, while Var M = ⟨N⟩ is proportional to L. If θ and M are also nearly jointly Gaussian, then ⟨Z²⟩ = Var θ Var M + 2S², and subtracting ⟨Z⟩² = S² gives

σ² ≈ Var θ · ⟨N⟩ + S².

The powers of L cancel. If one averages θM without subtracting the mean coverage, the extra term ⟨θ⟩M has standard deviation ⟨θ⟩√⟨N⟩, which grows as √L. Both estimators converge to the same S, but at very different cost.

**6. Long times with desorption**

Let the single site of part 1 also desorb, with rate constant d. From ⟨θ⟩′ = k(1 − ⟨θ⟩) − d⟨θ⟩ the steady coverage is k/(k+d), and

S = k d⟨θ⟩/dk = k [(k+d) − k]/(k+d)² = kd/(k+d)².

This equals Var θ = ⟨θ⟩(1 − ⟨θ⟩). Events occur at the mean rate k(1 − ⟨θ⟩) = kd/(k+d), so ⟨N⟩ ≈ kdT/(k+d) for long T. Most of M was then collected long before T and is nearly independent of θ(T). To leading order σ² ≈ Var θ · ⟨N⟩, and

σ/S ≈ √(⟨N⟩/Var θ) = √((k+d)T).

This needs many adsorption events, ⟨N⟩ ≫ 1, and not merely (k+d)T ≫ 1: for k = 10d the exact ratio is 1.9 times this estimate at (k+d)T = 10 and 1.12 times at (k+d)T = 100. In that limit the number of trajectories needed for a given relative error grows in proportion to T, although S has settled.

Counting M only over a last window of length w limits this growth. The discarded part is M(t₁) with t₁ = T − w. Given the state at t₁, the mean of θ(T) − ⟨θ⟩ is e^(−(k+d)w) times θ(t₁) − ⟨θ⟩. The discarded covariance is therefore e^(−(k+d)w) S, a relative bias that a window of several relaxation times makes small.

**7. When the formula needs more terms**

*Initial state.* If p₀ depends on k, for example because an earlier pulse used the same pressure, the factor p₀(x₀) adds its own logarithmic derivative:

d⟨θ⟩/dk = Cov(θ, W) + Cov(θ, ∂ln p₀/∂k).

*Varying pressure.* If the rate constant is k f(t) with a prescribed f, each fired event still contributes one factor k, but the exponent contains k∫f n dt. The formula holds with A = ∫₀ᵀ f(t) n(x(t)) dt.

*Shared parameters.* If a parameter λ enters several rate constants kⱼ, as temperature does, the path density contains the product of the factors kⱼ^(Nⱼ) e^(−kⱼAⱼ). W is then replaced by

Σⱼ (dkⱼ/dλ)(Nⱼ/kⱼ − Aⱼ).

**8. Example: a water pulse in oxide deposition**

Take H2O at P = 0.1 Torr and a surface at 473 K, exposed for T = 0.1 s. Each site of a periodic square lattice is open, holds a water molecule, or is hydroxylated. Water enters an open site if none of its four neighbours holds water. It then desorbs or reacts irreversibly to leave a hydroxylated site. All sites start open, and θ is the hydroxylated fraction.

With a site area of 0.2 nm², the kinetic flux P/√(2πm k_B T_s), where m is the molecular mass and T_s the surface temperature, which the gas is assumed to share, gives 7.61×10⁴ impacts per site and second. Gas at 300 K and the same pressure would give 26% more. An entry probability of 2×10⁻⁴ gives

k = 2×10⁻⁴ × 7.61×10⁴ s⁻¹ = 15.2 s⁻¹.

The thermal energy is 0.04076 eV. With an attempt frequency of 10¹³ s⁻¹, a desorption barrier of 1.10 eV gives 19.0 s⁻¹ and a reaction barrier of 1.05 eV gives 64.9 s⁻¹. A held molecule therefore reacts with probability 64.9/(64.9 + 19.0) = 0.773.

On 3×3 sites there are 5504 configurations without neighbouring held molecules. Solving the equations of part 4 by a power series for the matrix exponential gives ⟨θ⟩ = 0.4948, a held-water fraction of 0.0636, ⟨N⟩ = 6.331 and ⟨A⟩ = 0.4159 site s. Indeed k⟨A⟩ = 15.22 × 0.4159 = 6.33.

The counts can be followed through. There are 6.331/9 = 0.7035 adsorptions per site, of which 0.0636 are still undecided at the end of the pulse. Of the remaining 0.6399, the share 0.773 has reacted, which gives 0.495, the coverage.

At fixed temperature and entry probability k is proportional to P, so S = d⟨θ⟩/d ln P. The covariance gives S = 0.249926. A central difference of the master-equation coverage, with k changed by ±0.1%, gives 0.249927. In other units,

d⟨θ⟩/dk = 0.2499/(15.22 s⁻¹) = 0.0164 s,
d⟨θ⟩/dP = 0.2499/(0.1 Torr) = 2.50 Torr⁻¹.

A pressure rise of 10% should add 0.2499 × ln 1.1 = 0.0238 to the coverage. Solving again at the higher pressure gives 0.0239.

If the blocking by neighbours is removed and all rate constants are kept, the coverage is 0.627 and S is 0.348. Blocking thus lowers both here.

**9. The example by Monte Carlo**

Kinetic Monte Carlo draws the waiting times and events from the same rates. The uncertainties below are one standard error.

With 100,000 trajectories on 3×3 sites, S = 0.2473 ± 0.0014, which lies 1.8 standard errors below the master-equation value. The variance of M is 6.34 ± 0.03, against a mean event count of 6.33.

With 4000 trajectories on 12×12 sites, S = 0.249 ± 0.007. The variance of M is 99.4 ± 2.2 and the mean count is 102.3, a difference of 1.3 standard errors.

The noise per trajectory shows the effect of centring:

- 3×3 sites: 0.452 centred, 1.29 uncentred.
- 12×12 sites: 0.454 centred, 5.02 uncentred.

The lattice has 16 times more sites, so part 5 predicts growth of the uncentred noise by about √16 = 4; the ratio found is 3.9. The Gaussian estimate of the centred noise on the larger lattice is 0.463 with the mean count ⟨N⟩, and 0.458 if the sampled variance of M is used in its place.

For a standard error of 1% of S on 12×12 sites, the centred estimator needs (0.454/0.00249)² ≈ 3.3×10⁴ trajectories. The uncentred one needs about 4.1×10⁶. These are numbers of trajectories, not computing times; a trajectory on a larger lattice contains more events.

**10. Two cases from part 7 in numbers**

Let each site be hydroxylated beforehand, independently, with probability k/(k + κ). Hold κ fixed at ten times the reference k, so that the initial coverage is 1/11 = 0.091. The bare covariance gives 0.2340 and the initial-state term 0.0493. Their sum, 0.2834 when added before rounding, agrees with the central difference of the full coverage to the four digits given. Leaving out the second term would lose 17% of the sensitivity.

Now start from open sites again, let the pressure rise linearly during the first 10 ms of the pulse (represented by ten steps of 1 ms), and follow the pulse by a purge of 0.3 s without water. With f(t) included in A, the covariance and the central difference both give S = 0.2613.

**11. What the model leaves out**

The pressure, temperature and pulse length are rough values for thermal oxide deposition. The barriers and the entry probability are round model parameters, not data for a particular oxide. At a coverage near one half the surface is far from saturated; the pulse was chosen short so that pressure matters. Real surfaces break the assumption of identical barriers at all sites. If each hydroxylated neighbour lowers the reaction barrier by 0.03 eV, with everything else fixed, the 3×3 coverage rises from 0.495 to 0.619 and S from 0.250 to 0.362, an increase of 45% in S. Among the neglected effects sized in this part, this one changes the coverage and S most.

The others are smaller. Each is made alone, starting from the 3×3 lattice with a square pulse:

- The 10 ms pressure ramp gives a coverage of 0.475 and S = 0.244.
- A purge of 0.3 s lets held water react. The coverage becomes 0.4948 + 0.773 × 0.0636 = 0.544, and S = 0.266.
- Hopping of held water to neighbouring open sites that have no other held neighbour, with a barrier of 1.00 eV (221 s⁻¹ per direction), gives 0.497 and S = 0.252. If hops next to held water are also allowed, the values are 0.501 and 0.258.
- A 4×3 lattice gives 0.497 and S = 0.253. On 12×12 sites Monte Carlo gives a coverage of 0.5004 ± 0.0006, so the smallest lattice is about 1% low in coverage. A finite difference with common random numbers on 12×12 sites gives S = 0.256 ± 0.001, so the 3×3 value of S is about 2% low.

A more weakly bound water layer was also omitted. With a binding energy of 0.60 eV and every impact sticking, balancing impacts against desorption gives an occupation of about 2% of the sites. This estimates only how much of the layer is present, not its effect on the coverage or on S.

The covariance formula differentiates whatever model is simulated. Its agreement with a finite difference says nothing about the barriers: the 45% shift above is an uncertainty of the model, and more trajectories do not reduce it.
